# Absorption Spectra from the Thermal Dipole Autocorrelation Function: test program

```python
"""
Result under test: the net absorption cross-section of a thermal system is
    sigma(w) = w / (2 eps0 c hbar) * (1 - exp(-hbar w / kT)) * S(w),   w > 0,
    S(w) = integral dt exp(i w t) C(t),   C(t) = <mu(t) mu(0)>,
mu: dipole component along the field; < >: canonical average at temperature T.
The energy taken from a weak pulse E(t) is the integral of sigma(w) F(w),
with F(w) = eps0 c |E(w)|^2 / pi the incident energy per area and frequency.
For a harmonic oscillator with mu = q x the integral of sigma over w is
pi q^2 / (2 eps0 m c) at every temperature.
Part A uses hbar = kT = 1; part B uses oscillator units and converts to SI.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad


def correlation(energies, populations, dipole, times):
    """Trace of rho mu(t) mu(0), written in the energy basis, hbar = 1."""
    phase = np.exp(1j * np.outer(times, energies))
    weight = populations[:, None] * dipole * dipole.T
    return np.einsum('ti,if,tf->t', phase, weight, phase.conj())


def transition_probabilities(energies, dipole, times, field):
    """Solve the Schroedinger equation for H - dipole*field(t), hbar = 1.
    Element [f, i] is the probability to go from level i to level f."""
    step = times[1] - times[0]
    half = np.exp(-0.5j * energies * step)[:, None]
    values, vectors = np.linalg.eigh(dipole)
    evolution = np.eye(len(energies), dtype=complex)
    for strength in field:
        kick = np.exp(1j * strength * step * values)[:, None]
        evolution = half * evolution
        evolution = vectors @ (kick * (vectors.conj().T @ evolution))
        evolution = half * evolution
    return np.abs(evolution)**2


def energy_up_down(energies, populations, probabilities):
    """Mean energy taken up in upward and given back in downward jumps."""
    gap = energies[:, None] - energies[None, :]
    flow = gap * probabilities * populations[None, :]
    return flow[gap > 0].sum(), -flow[gap < 0].sum()


def field_transform(frequencies, times, field):
    step = times[1] - times[0]
    return np.exp(1j * np.outer(frequencies, times)) @ field * step


# ---------- Part A: general formula on a five-level system ----------
levels = np.array([0.0, 0.7, 1.5, 2.6, 3.9])
rng = np.random.default_rng(7)
raw = rng.normal(size=(5, 5)) + 1j * rng.normal(size=(5, 5))
dipole5 = (raw + raw.conj().T) / 2
pop5 = np.exp(-levels)
pop5 /= pop5.sum()

peak5, duration5, carrier5 = 1e-5, 2.0, 1.5
t5 = np.arange(-320, 321) * 0.05
pulse5 = peak5 * np.exp(-t5**2 / (2 * duration5**2)) * np.cos(carrier5 * t5)
prob5 = transition_probabilities(levels, dipole5, t5, pulse5)
up5, down5 = energy_up_down(levels, pop5, prob5)

# Numerical Fourier transform of C(t); a slow Gaussian window makes the
# discrete lines narrow peaks of width 0.003 without changing their areas.
width, n_time, dt = 0.003, 16000, 0.25
t_corr = (np.arange(n_time) - n_time // 2) * dt
c_window = correlation(levels, pop5, dipole5, t_corr)
c_window = c_window * np.exp(-0.5 * (width * t_corr)**2)
spectrum = (np.fft.ifft(np.fft.ifftshift(c_window)) * n_time * dt).real
freq = 2 * np.pi * np.fft.fftfreq(n_time, dt)
dfreq = 2 * np.pi / (n_time * dt)

worst_balance = 0.0
for upper in range(5):
    for lower in range(upper):
        gap = levels[upper] - levels[lower]
        area_plus = spectrum[np.abs(freq - gap) < 0.03].sum()
        area_minus = spectrum[np.abs(freq + gap) < 0.03].sum()
        deviation = abs(area_minus / area_plus * np.exp(gap) - 1)
        worst_balance = max(worst_balance, deviation)
assert worst_balance < 1e-3

band = (freq > 0) & (freq < 6)
w_band = freq[band]
power = np.abs(field_transform(w_band, t5, pulse5))**2
density = w_band * power * spectrum[band] / (2 * np.pi)
up5_formula = density.sum() * dfreq
down5_formula = (density * np.exp(-w_band)).sum() * dfreq
net5_formula = (density * (1 - np.exp(-w_band))).sum() * dfreq
# The tolerance covers the finite width given to the lines.
assert abs(up5_formula / up5 - 1) < 1e-3
assert abs(down5_formula / down5 - 1) < 1e-3
assert abs(net5_formula / (up5 - down5) - 1) < 1e-3

print("A. Five levels, hbar = kT = 1, energies / peak field squared")
print(f"upward, propagated:            {up5 / peak5**2:.5f}")
print(f"upward, from C(t):             {up5_formula / peak5**2:.5f}")
print(f"downward, propagated:          {down5 / peak5**2:.5f}")
print(f"downward, from C(t):           {down5_formula / peak5**2:.5f}")
print(f"net, propagated:               {(up5 - down5) / peak5**2:.5f}")
print(f"net, from C(t) with factor:    {net5_formula / peak5**2:.5f}")
print(f"largest relative error of detailed balance: {worst_balance:.1e}")

# ---------- Part B: harmonic oscillator ----------
wavenumber = 500.0                      # cm^-1
mass_u, charge_e = 10.0, 0.5
mass = mass_u * const.atomic_mass
charge = charge_e * const.e
omega0 = 2 * np.pi * const.c * wavenumber * 100
quantum = const.hbar * omega0
length = np.sqrt(const.hbar / (mass * omega0))

# Diagonalization on a position grid (unit of length: sqrt(hbar/(m omega0)))
spacing = 0.2
grid = np.arange(-60, 61) * spacing
diff = np.subtract.outer(np.arange(121), np.arange(121))
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**diff / safe**2)
hamiltonian = kinetic / (2 * spacing**2) + np.diag(grid**2 / 2)
all_energies, states = np.linalg.eigh(hamiltonian)
n_levels = 30
osc_energy = all_energies[:n_levels]
states = states[:, :n_levels]
position = states.T @ (grid[:, None] * states)

# Pulse in SI units, resonant with the oscillator
peak_field, duration = 1e7, 50e-15
scaled_t = np.arange(-760, 761) * 0.05
seconds = scaled_t / omega0
pulse = peak_field * np.exp(-seconds**2 / (2 * duration**2))
pulse = pulse * np.cos(omega0 * seconds)
coupling = charge * length * pulse / quantum
prob = transition_probabilities(osc_energy, position, scaled_t, coupling)

fluence = const.epsilon_0 * const.c * np.sum(pulse**2) * (seconds[1] - seconds[0])
w_grid = np.linspace(0, 3, 1501) * omega0
per_freq = np.abs(field_transform(w_grid, seconds, pulse))**2
per_freq = per_freq * const.epsilon_0 * const.c / np.pi
assert abs(per_freq.sum() * (w_grid[1] - w_grid[0]) / fluence - 1) < 1e-6
resonant = np.abs(field_transform(np.array([omega0]), seconds, pulse)[0])**2
resonant_fluence = const.epsilon_0 * const.c * resonant / np.pi

closed_form = np.pi * charge**2 / (2 * const.epsilon_0 * mass * const.c)
to_km_mol = const.N_A / (2 * np.pi * const.c) / 1000
orientation = quad(lambda a: np.cos(a)**2 * np.sin(a) / 2, 0, np.pi)[0]

print("B. Harmonic oscillator")
print(f"wavenumber: {wavenumber:.0f} cm^-1, mass: {mass_u:.0f} u, "
      f"charge: {charge_e:.1f} e")
print(f"angular frequency: {omega0:.4e} rad/s")
print(f"energy quantum: {quantum:.4e} J")
print(f"length sqrt(hbar/(m omega0)): {length * 1e12:.3f} pm")
print(f"integral of sigma over omega, closed form: {closed_form:.4e} m^2 rad/s")
print(f"same as molar strength, field on axis: {closed_form * to_km_mol:.3f} km/mol")
print(f"random orientation: {closed_form * to_km_mol * orientation:.3f} km/mol")
print(f"pulse: peak {peak_field:.1e} V/m, duration {duration * 1e15:.0f} fs, "
      f"fluence {fluence:.4e} J/m^2")
predicted = closed_form * resonant_fluence / quantum
print(f"net energy from sigma: {predicted:.5e} quanta")

period_t = np.arange(64) * 2 * np.pi / 64
nodes, node_weights = np.polynomial.hermite.hermgauss(20)
node_weights = node_weights / node_weights.sum()

for temperature in (100.0, 300.0, 1000.0):
    ratio = quantum / (const.k * temperature)
    occupation = 1 / np.expm1(ratio)
    factor = -np.expm1(-ratio)
    pop = np.exp(-ratio * (osc_energy - osc_energy[0]))
    pop /= pop.sum()

    # Fourier weights of C(t) at +omega0, -omega0 and 2 omega0
    c_osc = correlation(osc_energy, pop, position, period_t)
    plus = np.mean(c_osc * np.exp(1j * period_t)).real
    minus = np.mean(c_osc * np.exp(-1j * period_t)).real
    overtone = abs(np.mean(c_osc * np.exp(2j * period_t)))
    assert abs(plus / ((occupation + 1) / 2) - 1) < 1e-6
    assert abs(minus / (occupation / 2) - 1) < 1e-6
    assert overtone < 1e-8
    strength = np.pi * omega0 / (const.epsilon_0 * const.c * const.hbar)
    strength *= factor * plus * (charge * length)**2
    assert abs(strength / closed_form - 1) < 1e-6

    # Energy exchanged with the pulse, from the Schroedinger equation
    up, down = energy_up_down(osc_energy, pop, prob)
    assert abs((up - down) / predicted - 1) < 1e-3
    assert abs(up / ((occupation + 1) * predicted) - 1) < 1e-3
    assert abs(down / (occupation * predicted) - 1) < 1e-3

    # Classical correlation function: average over initial x and p
    x0 = nodes[:, None] * np.sqrt(2 / ratio)
    p0 = nodes[None, :] * np.sqrt(2 / ratio)
    w2 = np.outer(node_weights, node_weights)
    c_class = np.array([np.sum(w2 * x0 * (x0 * np.cos(t) + p0 * np.sin(t)))
                        for t in period_t])
    classical = np.mean(c_class * np.exp(1j * period_t)).real
    assert abs(ratio * classical / (factor * plus) - 1) < 1e-6
    mixed = factor * classical / (factor * plus)
    mixed_strength = mixed * strength * to_km_mol
    assert mixed < 1

    print(f"T = {temperature:.0f} K: hbar omega0/kT = {ratio:.4f}, "
          f"n = {occupation:.5f}, factor = {factor:.5f}")
    print(f"  weights of C in q^2 hbar/(m omega0): "
          f"+omega0 {plus:.5f}, -omega0 {minus:.5f}")
    print(f"  strength from C(t), field on axis: {strength * to_km_mol:.3f} km/mol")
    print(f"  without the factor: {strength / factor * to_km_mol:.3f} km/mol")
    print(f"  pulse, quanta: up {up:.5e}, down {down:.5e}, net {up - down:.5e}")
    print(f"  classical C with quantum factor: {mixed_strength:.3f} km/mol, "
          f"fraction {mixed:.4f}")

print("ALL CHECKS PASSED")
```

Printed output:

```
A. Five levels, hbar = kT = 1, energies / peak field squared
upward, propagated:            2.83958
upward, from C(t):             2.83964
downward, propagated:          0.60476
downward, from C(t):           0.60478
net, propagated:               2.23482
net, from C(t) with factor:    2.23486
largest relative error of detailed balance: 2.6e-11
B. Harmonic oscillator
wavenumber: 500 cm^-1, mass: 10 u, charge: 0.5 e
angular frequency: 9.4183e+13 rad/s
energy quantum: 9.9322e-21 J
length sqrt(hbar/(m omega0)): 8.212 pm
integral of sigma over omega, closed form: 2.2870e-10 m^2 rad/s
same as molar strength, field on axis: 73.116 km/mol
random orientation: 24.372 km/mol
pulse: peak 1.0e+07 V/m, duration 50 fs, fluence 1.1762e-02 J/m^2
net energy from sigma: 7.64003e-06 quanta
T = 100 K: hbar omega0/kT = 7.1939, n = 0.00075, factor = 0.99925
  weights of C in q^2 hbar/(m omega0): +omega0 0.50038, -omega0 0.00038
  strength from C(t), field on axis: 73.116 km/mol
  without the factor: 73.171 km/mol
  pulse, quanta: up 7.64577e-06, down 5.74320e-09, net 7.64003e-06
  classical C with quantum factor: 10.156 km/mol, fraction 0.1389
T = 300 K: hbar omega0/kT = 2.3980, n = 0.09999, factor = 0.90910
  weights of C in q^2 hbar/(m omega0): +omega0 0.55000, -omega0 0.05000
  strength from C(t), field on axis: 73.116 km/mol
  without the factor: 80.427 km/mol
  pulse, quanta: up 8.40397e-06, down 7.63941e-07, net 7.64003e-06
  classical C with quantum factor: 27.719 km/mol, fraction 0.3791
T = 1000 K: hbar omega0/kT = 0.7194, n = 0.94951, factor = 0.51295
  weights of C in q^2 hbar/(m omega0): +omega0 0.97475, -omega0 0.47475
  strength from C(t), field on axis: 73.116 km/mol
  without the factor: 142.540 km/mol
  pulse, quanta: up 1.48942e-05, down 7.25416e-06, net 7.64003e-06
  classical C with quantum factor: 52.134 km/mol, fraction 0.7130
ALL CHECKS PASSED
```
